# Bloch–Grüneisen resistivity from Debye phonons and deformation coupling

## Result

Free electrons of density $n$ scatter from longitudinal Debye phonons through a deformation potential $D$. Their resistivity is

$$\rho(T)=A\left(\frac{T}{\Theta}\right)^5J_5\!\left(\frac{\Theta}{T}\right),\qquad J_5(y)=\int_0^y\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},\qquad A=\frac{D^2q_D^5}{12\pi^3n^2\rho_Mc}.$$

Here $c$ is the sound speed, $q_D$ the Debye wavenumber, $\rho_M$ the mass density and $\Theta=cq_D$. The limits are

$$\rho\to\frac{A}{4}\frac{T}{\Theta}\quad(T\gg\Theta),\qquad \rho\to120\,\zeta(5)\,A\left(\frac{T}{\Theta}\right)^5\quad(T\ll\Theta).$$

Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge are 1. $T$ and $\Theta$ are energies, quoted in kelvin where convenient.

The formula assumes a rigidly displaced Fermi distribution. For this model it is an upper bound on the Boltzmann resistivity, and it becomes the solution in both limits, up to corrections of order $(c/k_F)^2$ and $(T/E_F)^2$. In between it is too high: for the parameters used below, by about 10% at $\Theta/T=5$ and $10$, and by 12% near $\Theta/T=7$, where the error is largest.

## 1. Model and coupling

The electrons have $\varepsilon_k=k^2/2$ and a spherical Fermi surface with $n=k_F^3/3\pi^2$. The phonons have $\omega=cq$ for $q<q_D$. Counting one longitudinal mode per ion, $Vq_D^3/6\pi^2=Vn_{\rm ion}$, gives $q_D^3=6\pi^2n_{\rm ion}$. With one electron per ion, $q_D=2^{1/3}k_F$, which is below $2k_F$. I assume $T,\Theta\ll E_F$ and $c\ll k_F$ (the Fermi velocity), and leave out umklapp, transverse modes and impurities.

A dilation shifts the electron energy by $D\,\nabla\cdot\boldsymbol\xi$, where the displacement is

$$\boldsymbol\xi(\mathbf r)=\sum_{\mathbf q}\frac{i\hat{\mathbf q}}{\sqrt{2\rho_MV\omega}}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r}.$$

The factor $i$ makes $\boldsymbol\xi$ Hermitian, since $\hat{\mathbf q}$ changes sign under $\mathbf q\to-\mathbf q$. The divergence brings down $i\mathbf q\cdot i\hat{\mathbf q}=-q$. The squared matrix element, apart from phonon occupation factors, is therefore

$$|g_q|^2=\frac{D^2q^2}{2\rho_MV\omega}=\frac{D^2q}{2\rho_McV}.$$

## 2. Simple case: a hot lattice

For $T\gg\Theta$ the phonon occupation is $N\simeq N+1\simeq T/\omega$, and $\omega$ is small compared with the thermal width of the Fermi edge. Scattering is then nearly elastic. Absorption and emission together have the strength

$$2\pi|g_q|^2\,\frac{2T}{cq}=\frac{2\pi D^2T}{\rho_Mc^2V},$$

which does not depend on $q$. Pauli factors cancel, because $f(1-f')-f'(1-f)=f-f'$.

An elastic collision through angle $\theta$ leaves, on azimuthal average, a fraction $\cos\theta$ of the original momentum component. The loss is $1-\cos\theta=q^2/2k_F^2$, since $q=2k_F\sin(\theta/2)$. Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The energy delta function gives $\int d\mu\,\delta(k_Fq\mu+q^2/2)=1/(k_Fq)$ for $q<2k_F$. With $\sum_{\mathbf q}=V/(4\pi^2)\int q^2dq\int d\mu$,

$$\frac1{\tau}=\frac{V}{4\pi^2}\int_0^{q_D}\frac{q^2dq}{k_Fq}\,\frac{2\pi D^2T}{\rho_Mc^2V}\,\frac{q^2}{2k_F^2}
=\frac{D^2T}{4\pi\rho_Mc^2k_F^3}\,\frac{q_D^4}{4}.$$

Then $\rho=1/(n\tau)$, and $k_F^3=3\pi^2n$ gives

$$\rho=\frac{D^2q_D^4T}{48\pi^3n^2\rho_Mc^2}=\frac A4\frac T\Theta .$$

The linear law reflects the classical mean-square lattice displacement, which is proportional to $T$. The general formula must reproduce this coefficient.

## 3. General case: force balance

At lower temperature the energy exchange $\omega$ is comparable with $T$, and Pauli blocking matters. Let $W_{kk'}$ be the golden-rule rate from $\mathbf k$ to $\mathbf k'$ at fixed spin. With the phonons in equilibrium at rest, detailed balance makes the equilibrium flow symmetric:

$$P_{kk'}=W_{kk'}f_0(1-f_0')=W_{k'k}f_0'(1-f_0)=P_{k'k}.$$

Write the disturbed distribution as $f=f_0(\varepsilon_k-\phi_k)$, so that $f/(1-f)$ is its equilibrium value times $e^{\phi_k/T}$. To first order the net flow from $\mathbf k$ to $\mathbf k'$ is then

$$W_{kk'}f(1-f')-W_{k'k}f'(1-f)=\frac{P_{kk'}}{T}(\phi_k-\phi_{k'}).$$

Take a Fermi sea drifting at velocity $u$ along $x$, $\phi_k=uk_x$. Collisions change its momentum at the rate (the 2 is for spin)

$$-\frac{2u}{T}\sum_{kk'}k_xP_{kk'}(k_x-k_x')=-\frac uT\sum_{kk'}P_{kk'}(k_x-k_x')^2 .$$

The second form is the average of the first and its copy with $k$ and $k'$ exchanged, which supplies a factor 1/2.

The electron charge is $-1$, so the field force is $-nVE$ and the current density is $j=-nu$. In the steady state the two forces sum to zero, hence $E=-(u/nVT)\sum P(k_x-k_x')^2$. Dividing by $j$ makes the signs cancel. By isotropy $(k_x-k'_x)^2$ may be replaced by $q^2/3$:

$$\rho=\frac{1}{3n^2VT}\sum_{kk'}P_{kk'}\,q^2. \tag{1}$$

## 4. Evaluating the sum

Every emission process is the reverse of an absorption process with the same $q$, and $P$ is symmetric. The sum is therefore twice the absorption part:

$$\sum_{kk'}Pq^2=\sum_{\mathbf q}q^2\,4\pi|g_q|^2N\sum_{\mathbf k}f(\varepsilon)[1-f(\varepsilon+\omega)]\,\delta(kq\mu+q^2/2-\omega).$$

**Angle.** The delta function is satisfied at $\mu=c/k-q/2k$. This lies between $-1$ and 1 for electrons near the Fermi surface, because $c\ll k_F$ and $q<2k_F$. The angular integral is $1/(kq)$, and $k\,dk=d\varepsilon$, so

$$\sum_{\mathbf k}(\ldots)=\frac{V}{4\pi^2}\int\frac{k^2dk}{kq}f(1-f')=\frac{V}{4\pi^2q}\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\omega)].$$

**Energy.** Put $a=e^{(\varepsilon-E_F)/T}$ and $b=e^{\omega/T}$. Then

$$f(1-f')=\frac{ab}{(1+a)(1+ab)},\qquad f-f'=\frac{a(b-1)}{(1+a)(1+ab)}.$$

Their ratio is $b/(b-1)=N+1$. The integral of $f(\varepsilon)-f(\varepsilon+\omega)$, a step minus its copy shifted by $\omega$, is $\omega$. The energy integral is therefore $\omega(N+1)$.

**Collection.** Using $|g_q|^2\omega=D^2q^2/(2\rho_MV)$,

$$\sum_{kk'}Pq^2=\sum_{\mathbf q}\frac{D^2q^3}{2\pi\rho_M}N(N+1)=\frac{VD^2}{4\pi^3\rho_M}\int_0^{q_D}q^5N(N+1)\,dq,$$

where $\sum_{\mathbf q}=V/(2\pi^2)\int q^2dq$. Equation (1) becomes

$$\rho=\frac{D^2}{12\pi^3n^2\rho_MT}\int_0^{q_D}q^5N(N+1)\,dq .$$

Substitute $q=xq_DT/\Theta$. Then $N(N+1)=1/[(e^x-1)(1-e^{-x})]$, and six powers of $q_DT/\Theta$ come out. Since $q_D^6(T/\Theta)^6/T=(q_D^5/c)(T/\Theta)^5$, the stated formula follows.

As a test, the friction force was computed numerically from the golden-rule rates at a small finite drift, without linearization and with the bound on $\mu$ kept. It agrees with the formula to better than $10^{-5}$ at four temperatures from 10 to 600 K.

**Phonon equilibrium.** If the phonons drift at the same $u$, both systems are in equilibrium in the moving frame, where a phonon has energy $\omega-\mathbf q\cdot\mathbf u$. Detailed balance then holds there and the friction vanishes, which the same numerical calculation confirms. The formula thus requires a further process that returns phonon momentum to the lattice fast enough to keep the phonons at rest.

## 5. The two limits

**High temperature.** The integrand of $J_5$ is $x^5/[4\sinh^2(x/2)]$. From $4\sinh^2(x/2)=x^2(1+x^2/12+x^4/360+\dots)$,

$$\frac{x^2}{4\sinh^2(x/2)}=1-\frac{x^2}{12}+\frac{x^4}{240}-\dots$$

Here $1/240=1/144-1/360$. Multiplying by $x^3$ and integrating to $y=\Theta/T$,

$$J_5=\frac{y^4}4-\frac{y^6}{72}+\frac{y^8}{1920}-\dots,\qquad
\rho=\frac A4\frac T\Theta\left[1-\frac{y^2}{18}+\frac{y^4}{480}-\dots\right].$$

The leading term is the result of section 2. The first correction is negative: in this formula the linear law is approached from below.

**Low temperature.** The upper limit may be taken to infinity, because the omitted part is exponentially small, $y^5e^{-y}(1+5/y+20/y^2+\dots)$ at large $y$. With $1/[(e^x-1)(1-e^{-x})]=\sum_{m\ge1}me^{-mx}$,

$$J_5(\infty)=\sum_{m\ge1}m\,\frac{5!}{m^6}=120\,\zeta(5)=124.43 .$$

The Debye cutoff disappears from the answer, since $A/\Theta^5=D^2/(12\pi^3n^2\rho_Mc^6)$. Long-wavelength sound alone fixes the low-temperature law.

## 6. Where the fifth power comes from

Compare momentum loss with the decay of a single disturbed state. Let $f_\pm=f(\varepsilon\pm\omega)$. The loss rate of state $k$ contains $f[N(1-f_+)+(N+1)(1-f_-)]$ and its gain rate $(1-f)[(N+1)f_++Nf_-]$. Differentiating loss minus gain with respect to $f$ gives the factor $2N+1+f_+-f_-$. At the Fermi level this is $\coth(x/2)-\tanh(x/2)=2/\sinh x$, with $x=cq/T$. The decay rate is

$$\Gamma=\frac V{4\pi^2}\int_0^{q_D}\frac{q^2dq}{k_Fq}\,2\pi|g_q|^2\frac{2}{\sinh x}=\frac{D^2}{2\pi\rho_Mck_F}\int_0^{q_D}\frac{q^2dq}{\sinh(cq/T)} .$$

At low temperature $\int_0^\infty x^2dx/\sinh x=7\zeta(3)/2$, so $\Gamma\propto T^3$. Each collision changes the direction of motion only slightly, and the momentum loss carries the extra factor $q^2/2k_F^2\propto T^2$. Together they give $T^5$. This argument fixes the power but not the coefficient, because $\Gamma$ is taken at the Fermi level while the resistivity averages over electron energy.

At high temperature $1/\sinh x\to T/cq$ and $\Gamma=D^2Tq_D^2/(4\pi\rho_Mc^2k_F)$. Dividing the transport rate $n\rho=1/\tau$ of section 2 by this gives the constant $q_D^2/4k_F^2$.

## 7. How good is the displaced Fermi sea?

**Bound.** The force on an electron is $-E$, so the field changes $f$ at the rate $E\,\partial f_0/\partial k_x=-Ek_xf_0(1-f_0)/T$, which collisions must cancel. With $\phi=-E\psi$ the Boltzmann equation reads

$$(L\psi)_k\equiv\sum_{k'}P_{kk'}(\psi_k-\psi_{k'})=b_k,\qquad b_k=k_xf_0(1-f_0).$$

The conductivity is $\sigma=(2/VT)(b,L^{-1}b)$, where $(\,,)$ is a sum over $\mathbf k$. Since $(\psi,L\psi)=\tfrac12\sum P(\psi-\psi')^2\ge0$, the Cauchy–Schwarz inequality gives $(b,L^{-1}b)\ge(b,\psi)^2/(\psi,L\psi)$ for any trial $\psi$ odd in $k_x$. For $\psi=k_x$, integration by parts gives $(b,k_x)=nVT/2$, and the bound becomes $1/\sigma\le\sum P(k_x-k_x')^2/(n^2VT)$. The right side is (1), so the formula cannot lie below the resistivity of the model.

**Energy dependence.** A better solution has $\psi=k_x\chi(t)$ with $t=(\varepsilon-E_F)/T$. Near the Fermi surface I set $k=k'=k_F$ in $k_x$ and $k'_x$, so that a collision changes only the direction of motion. The azimuthal average of $k'_x$ is then $k_x(1-\lambda x^2)$, where $\lambda x^2=q^2/2k_F^2$ and $\lambda=q_D^2/(2k_F^2y^2)$. The weight in $q$ is $q^2\cdot q\cdot q^{-1}=q^2$, from mode density, coupling and angular integral. Up to a constant factor, $\chi$ obeys

$$\int_0^y\!dx\,x^2f(t)\sum_{\pm}N_\pm[1-f(t\pm x)]\left[\chi(t)-(1-\lambda x^2)\chi(t\pm x)\right]=f(t)[1-f(t)],$$

with $N_+=N$ and $N_-=N+1$.

At high temperature $x\to0$: $\chi(t\pm x)\to\chi(t)$, the collision factor becomes $2/x$ at every energy, and constant $\chi$ solves the equation.

At low temperature $\lambda\to0$. The part of the collision operator without $\lambda$ only exchanges energy and vanishes for constant $\chi$; it scales as $T^3$ and flattens $\chi$. A correction to $\chi$ of order $\lambda$ lowers $(\psi,L\psi)$ at order $\lambda^2$, while its leading value is of order $\lambda$. The relative error of the formula is then of order $\lambda\propto(T/\Theta)^2$.

A numerical solution, with $q_D/k_F=2^{1/3}$, gives these ratios of the Boltzmann resistivity to the formula:

| $\Theta/T$ | ratio |
|---:|---:|
| 1 | 1.00 |
| 5 | 0.909 |
| 10 | 0.908 |
| 20 | 0.971 |
| 40 | 0.993 |

The smallest ratio, 0.892, lies between the tabulated points, near $\Theta/T=7$. From $\Theta/T=20$ to 40 the deficit falls from 0.029 to 0.007, the factor of four expected from $(T/\Theta)^2$. So while the formula reaches its $T^5$ law exponentially fast, the solution of the model reaches the same law only algebraically.

## 8. Worked example

Take a model metal with one electron per ion, $k_F=0.7$, ion mass $10^5$, $c=0.0015$ and $D=0.2$. Then

$$n=\frac{0.7^3}{3\pi^2}=0.01158,\qquad \rho_M=10^5n=1158,\qquad q_D=2^{1/3}(0.7)=0.882,$$

$$\Theta=(0.0015)(0.882)=1.323\times10^{-3}\ (418\ \mathrm K),\qquad A=0.2460 .$$

The assumptions hold: $\Theta/E_F=0.005$, $c/k_F=0.002$ and $q_D/2k_F=0.63$.

At 300 K, $y=1.3925$ and $J_5=0.8456$, so

$$\rho=\frac{0.2460\times0.8456}{1.3925^5}=0.0397\ \text{a.u.}$$

One atomic unit of resistivity, $\hbar a_0/e^2$, is $21.74\ \mu\Omega\,$cm, hence $\rho=0.86\ \mu\Omega\,$cm. The linear law alone gives 0.0442 a.u.; the bracket of section 5, $1-0.108+0.008=0.900$, brings it to 0.0397.

The local exponent $d\ln\rho/d\ln T$ of the formula is 5.00 at 10 K, 4.24 at 50 K, 2.45 at 100 K, 1.21 at 300 K and 1.02 at 1000 K. Relative to the formula, the fifth-power law is 5% too high at 40 K ($0.095\,\Theta$) and the linear law at 444 K ($1.06\,\Theta$). Near 40 K the formula itself exceeds the Boltzmann solution by about 10%, so the first of these marks is a property of the formula rather than of the model; relative to the Boltzmann solution the marks lie at 26 K and 452 K.

The ratio of transport to decay rate is 0.0135 at 10 K and 0.0538 at 20 K, a factor of four for a doubling of $T$, as section 6 requires. At 300 K it is 0.415, close to the high-temperature value $q_D^2/4k_F^2=0.397$.

These values describe the model, not a particular metal. Umklapp and transverse phonons would open further scattering channels, and impurities would leave a resistivity at $T=0$ that the formula lacks. The numerical output lists the remaining values.

## Computed values

```
kF = 0.7 a.u., ion mass = 100000 a.u.
c = 0.0015 a.u., D = 0.2 hartree
electron density n = 0.011584 a.u.
mass density rhoM = 1158.44 a.u.
qD = 0.88194 a.u., qD/(2kF) = 0.6300
EF = 0.2450 hartree, c/vF = 0.00214
Theta = 1.322917e-03 hartree = 417.74 K
Theta/EF = 0.00540
A = 0.24599 a.u., J5(infinity) = 124.4313
resistivity unit = 21.7398 microohm cm
T(K), rho, T^5 law, linear law (a.u.), local exponent:
    10 2.4060e-07 2.4060e-07 1.4722e-03 5.000
    20 7.6991e-06 7.6993e-06 2.9443e-03 4.999
    50 6.3524e-04 7.5189e-04 7.3608e-03 4.239
   100 6.3815e-03 2.4060e-02 1.4722e-02 2.453
   300 3.9733e-02 5.8467e+00 4.4165e-02 1.208
   600 8.5993e-02 1.8709e+02 8.8330e-02 1.053
  1000 1.4580e-01 2.4060e+03 1.4722e-01 1.019
Theta/T at 300 K = 1.3925
J5 at 300 K = 0.84561
rho(300 K) = 0.8638 microohm cm
T^5 law 5% high at T = 39.7 K, T/Theta = 0.0949
linear law 5% high at T = 443.9 K, T/Theta = 1.0625
T(K), force-based rho (a.u.), relative deviation:
    10 2.406041e-07 1.4e-09
   100 6.381483e-03 1.6e-08
   300 3.973304e-02 3.0e-09
   600 8.599341e-02 7.9e-10
force-based low-T exponent = 5.00000
T(K), decay rate, transport rate n*rho (a.u.), ratio:
    10 2.0721e-07 2.7873e-09 0.01345
    20 1.6577e-06 8.9189e-08 0.05380
   300 1.1081e-03 4.6028e-04 0.41536
high-T ratio qD^2/(4kF^2) = 0.39685
Theta/T, Boltzmann solution / Bloch-Gruneisen:
     1 0.9987
     5 0.9090
    10 0.9077
    20 0.9706
    40 0.9926
```
